\section*{Why first-order spin-spin splitting needs S ≥ 1 and L ≥ 1}

\section{Two spins at a fixed separation}

Place two electrons at rest, a distance $r$ apart along the $z$ axis, and let only their spin magnetic moments interact. In Hartree atomic units, with $g=2$ and a Bohr magneton $\alpha/2$, each moment is $\boldsymbol\mu=-\alpha\mathbf s$, where $\alpha$ is the fine-structure constant and $\hbar=1$. Units are chosen so that the dipole energy is $[\boldsymbol\mu_1\cdot\boldsymbol\mu_2-3(\boldsymbol\mu_1\cdot\mathbf n)(\boldsymbol\mu_2\cdot\mathbf n)]/r^3$, with $\mathbf n=\mathbf r/r$. The two minus signs in the moments cancel, and for $\mathbf n=\hat{\mathbf z}$
\begin{equation}
h=-\frac{\alpha^2}{r^3}\left(3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2\right).
\label{eq:fixed}
\end{equation}
In the singlet, $s_{1z}s_{2z}=-\tfrac14$ and $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$, so the bracket is zero. In the triplet, $\mathbf s_1\cdot\mathbf s_2=\tfrac14$. The states $M=\pm1$ have $s_{1z}s_{2z}=\tfrac14$ and energy $-\alpha^2/(2r^3)$; the state $M=0$ has $s_{1z}s_{2z}=-\tfrac14$ and energy $+\alpha^2/r^3$. The triplet splits, and its mean energy stays at zero.

Now let the direction $\mathbf n$ be distributed evenly over the sphere. The orientation enters through $3n_an_b-\delta_{ab}$, and the mean of $n_an_b$ is $\delta_{ab}/3$, so the splitting averages away. Two things are therefore needed: a spin state that can distinguish axes, and an orbital state that supplies an axis. In a free atom these become $S\ge1$ and $L\ge1$.

\section{The operator as a product of two tensors}

For many electrons, with $\mathbf r=\mathbf r_i-\mathbf r_j$, the dipolar operator is
\begin{equation}
H_{ss}=-\alpha^2\sum_{i<j}\sum_{ab}s_{ia}s_{jb}\,T^{(ij)}_{ab},
\qquad
T^{(ij)}_{ab}=\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.
\label{eq:hss}
\end{equation}
The full magnetic interaction also has a contact part proportional to $\mathbf s_i\cdot\mathbf s_j\,\delta(\mathbf r)$. It is unchanged by rotating all spins alone or all positions alone. It can shift a term of given $L$ and $S$ but cannot split it, and it is left out below.

The tensor $T_{ab}$ is symmetric, and its trace is $(3r^2-3r^2)/r^5=0$. Contraction with it removes the antisymmetric part and the trace of $s_{ia}s_{jb}$. What remains is
\begin{equation}
\Lambda^{(ij)}_{ab}=\tfrac12\left(s_{ia}s_{jb}+s_{ib}s_{ja}\right)-\tfrac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j .
\label{eq:lambda}
\end{equation}
A symmetric traceless tensor $A_{ab}$ has five independent components, which may be arranged as
\begin{align}
A_0&=\sqrt{\tfrac32}\,A_{zz},\qquad
A_{\pm1}=\mp\left(A_{xz}\pm iA_{yz}\right),\nonumber\\
A_{\pm2}&=\tfrac12\left(A_{xx}-A_{yy}\pm2iA_{xy}\right).
\label{eq:spherical}
\end{align}
Multiplying out gives $\sum_{ab}A_{ab}B_{ab}=\sum_q(-1)^qA_qB_{-q}$. Hence
\begin{equation}
H_{ss}=-\alpha^2\sum_q(-1)^qX_{q,-q},
\qquad
X_{qk}=\sum_{i<j}\Lambda^{(ij)}_q\,T^{(ij)}_k .
\label{eq:double}
\end{equation}
Each $s_{ia}$ is a vector operator under the total spin $\mathbf S$, and the positions commute with $\mathbf S$. The index $q$ therefore obeys the rank-two relations
\begin{equation}
[S_z,X_{qk}]=q\,X_{qk},\qquad
[S_\pm,X_{qk}]=\sqrt{6-q(q\pm1)}\;X_{q\pm1,k}.
\label{eq:commutators}
\end{equation}
For example, $\Lambda_2=\tfrac12s_{i+}s_{j+}$ raises $S_z$ by two, and its commutator with $S_-$ is $-(s_{iz}s_{j+}+s_{i+}s_{jz})=2\Lambda_1$. The separations are vectors under the total orbital angular momentum $\mathbf L$, so the index $k$ obeys the same relations with $\mathbf L$ in place of $\mathbf S$.

\section{The selection rules}

Consider one isolated term of a free atom, a multiplet of $(2L+1)(2S+1)$ states $|LM_L,SM_S\rangle$ that are degenerate in the nonrelativistic Hamiltonian. First-order perturbation theory diagonalizes $H_{ss}$ inside this multiplet. The Wigner-Eckart theorem, applied once in each space, gives
\begin{align}
&\langle LM_L',SM_S'|X_{qk}|LM_L,SM_S\rangle\nonumber\\
&\quad=\langle SM_S;2q|SM_S'\rangle\,
\langle LM_L;2k|LM_L'\rangle\,\mathcal X ,
\label{eq:we}
\end{align}
where the brackets on the right are Clebsch-Gordan coefficients and $\mathcal X$ does not depend on any projection.

The part of the theorem used here follows directly from Eq.~\eqref{eq:commutators}. The operators $S_z$ and $S_\pm$ do not lead out of the term, so the commutators also hold for the matrices of $X_{qk}$ restricted to it. The component $q=2$ raises $M_S$ by two, while the available values span only $2S$. If $2S<2$, the matrix of $X_{2k}$ is zero. Repeated commutation with $S_-$ then gives zero for $q=1,0,-1,-2$, because the square roots met on the way do not vanish. This proves
\begin{equation}
\text{a first-order effect requires } 2S\ge2,\ \text{that is, } S\ge1 .
\label{eq:srule}
\end{equation}

If $S\ge1$, the relation $[S_+,X_{2k}]=0$ taken between $M+3$ and $M$ reads
\begin{align}
&\langle M+3|S_+|M+2\rangle\langle M+2|X_{2k}|M\rangle\nonumber\\
&\quad=\langle M+3|X_{2k}|M+1\rangle\langle M+1|S_+|M\rangle .
\label{eq:recursion}
\end{align}
One element of $X_{2k}$ thus fixes all its others, and $S_-$ generates the remaining components. Any two rank-two spin tensors are proportional inside the multiplet, provided the reference tensor is not zero.

The orbital argument is the same with $\mathbf L$ for $\mathbf S$. The component $k=2$ raises $M_L$ by two and needs $2L\ge2$. Since $L$ is an integer,
\begin{equation}
\text{a first-order effect in a free atom requires } L\ge1 .
\label{eq:lrule}
\end{equation}

These conditions are necessary. They do not by themselves guarantee an effect: the theorem leaves open the size of $\mathcal X$, which depends on the wave function. The first-order condition also matters: between different terms the triangle rules involve $(S,2,S')$ and $(L,2,L')$, which can be met when Eqs.~\eqref{eq:srule} and \eqref{eq:lrule} are not.

\section{An explicit form of the splitting}

A convenient reference tensor, built from the total spin, is
\begin{equation}
Q_{ab}(\mathbf S)=\tfrac12\left(S_aS_b+S_bS_a\right)-\tfrac13S(S+1)\delta_{ab}.
\label{eq:q}
\end{equation}
Its size shows where it vanishes. Write $x=S(S+1)$. Since $Q_{ab}$ is symmetric and traceless, $\sum Q_{ab}^2=\sum S_aS_bQ_{ab}$, so
\begin{equation}
\sum_{ab}Q_{ab}^2=\tfrac12\sum_{ab}\left(S_aS_bS_aS_b+S_aS_bS_bS_a\right)-\tfrac13x^2 .
\end{equation}
The second product sums to $x^2$. For the first, the commutation relations give $\sum_aS_aS_bS_a=(x-1)S_b$, and the sum is $x(x-1)$. Therefore
\begin{align}
\sum_{ab}Q_{ab}^2&=\tfrac12(2x^2-x)-\tfrac13x^2=\tfrac16x(4x-3)\nonumber\\
&=\tfrac16S(S+1)(2S-1)(2S+3).
\label{eq:norm}
\end{align}
This is zero for $S=0$ and $S=\tfrac12$, and it is $5/3$ for $S=1$. A single spin one-half has $\tfrac12(s_as_b+s_bs_a)=\tfrac14\delta_{ab}$: it can point along an axis, but it has no quadrupole.

When both conditions hold, the spin factor in Eq.~\eqref{eq:double} is proportional to $Q(\mathbf S)$ and the orbital factor to $Q(\mathbf L)$. Inside the term, $H_{ss}=C\sum_{ab}Q_{ab}(\mathbf S)Q_{ab}(\mathbf L)$ with one constant $C$. To evaluate the sum, note that $\sum S_aS_bL_aL_b=(\mathbf L\cdot\mathbf S)^2$. In the other ordering,
\begin{align}
\sum_{ab}S_bS_aL_aL_b
&=(\mathbf L\cdot\mathbf S)^2-i\sum_{abc}\epsilon_{abc}S_cL_aL_b\nonumber\\
&=(\mathbf L\cdot\mathbf S)^2+\mathbf L\cdot\mathbf S,
\end{align}
because $\sum_{ab}\epsilon_{abc}L_aL_b=iL_c$. Half the sum of the two orderings, less the trace part, gives
\begin{equation}
H_{ss}=C\left[(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13L(L+1)S(S+1)\right].
\label{eq:heff}
\end{equation}
With $\mathbf J=\mathbf L+\mathbf S$, the product $\mathbf L\cdot\mathbf S$ equals $\tfrac12[J(J+1)-L(L+1)-S(S+1)]$, so each $J$ level has one energy. The trace of Eq.~\eqref{eq:heff} over the term factorizes into traces of $Q_{ab}(\mathbf S)$ and $Q_{ab}(\mathbf L)$. Each of these is zero, since a multiplet as a whole has no preferred axis. The mean energy, weighted by $2J+1$, therefore does not move.

\section{Closed shells drop out}

Take electron 1 in an open shell and electron 2 in a closed shell, described by a determinant. Each closed-shell orbital is occupied with both spins, so its spin is traced over. The direct contribution contains $\mathrm{tr}_2\,s_{2b}=0$. The exchange contribution contains the spin exchange operator $P_{12}=\tfrac12+2\,\mathbf s_1\cdot\mathbf s_2$. With $\mathrm{tr}_2(s_{2b}s_{2c})=\tfrac12\delta_{bc}$,
\begin{equation}
\mathrm{tr}_2\left(s_{1a}s_{2b}P_{12}\right)=2\sum_cs_{1a}s_{1c}\,\tfrac12\delta_{bc}=s_{1a}s_{1b}.
\end{equation}
Its symmetric traceless part is zero by Eq.~\eqref{eq:norm} at $S=\tfrac12$. The closed shells on their own have $S=0$ and also give nothing. In this single-configuration model, the open shell alone determines the first-order effect.

\section{The constant for two equivalent p electrons}

The $^3P$ term of $p^2$ has $S=L=1$, the smallest values allowed. Let $p_a=\sqrt{3/4\pi}\,n_aR(r)$ with $\int R^2r^2dr=1$. The spin triplet requires an antisymmetric orbital function, for instance
\begin{equation}
\Psi_z=\frac{p_x(1)p_y(2)-p_y(1)p_x(2)}{\sqrt2}.
\label{eq:psiz}
\end{equation}
It is unchanged by rotation about $z$, so it is the state with $L=1$, $M_L=0$. The expectation value of $T_{zz}$ is a direct integral with densities $p_x^2$ and $p_y^2$, minus an exchange integral with the density $p_xp_y$ for both electrons.

Since $\Psi_z$ vanishes linearly at coincidence, $|\Psi_z|^2T_{zz}$ grows there no faster than $1/r_{12}$ and is absolutely integrable. A thin region $|r_1-r_2|<\varepsilon$ may then be omitted and $\varepsilon$ sent to zero. Outside it, $T_{ab}=\partial_a\partial_b(1/r_{12})$. For $r_1<r_2$, expand $1/r_{12}$ in products of $r_1^k$ and $r_2^{-k-1}$, each with angular order $k$, and differentiate with respect to $\mathbf r_2$. The outer factor becomes a decaying solution of Laplace's equation proportional to $r_2^{-k-3}$, which has angular order $k+2$. Products of two $p$ orbitals contain orders 0 and 2 only. Thus $k=0$ alone survives, and $T_{ab}$ may be replaced by $(3n_an_b-\delta_{ab})/r_2^3$, with $\mathbf n$ the direction of the outer electron. Define
\begin{equation}
N=\int_0^\infty\!dr_2\,\frac{R^2(r_2)}{r_2}\int_0^{r_2}\!dr_1\,r_1^2R^2(r_1).
\label{eq:n}
\end{equation}
In the direct integral the outer density $p_y^2$ contributes the angular factor $9\,\overline{n_y^2n_z^2}-1=\tfrac{9}{15}-1=-\tfrac25$, where the bar is the mean over the sphere. The region $r_2<r_1$ gives the same factor with $p_x^2$ outside. The exchange integral vanishes because $p_xp_y$ has no monopole. Hence
\begin{equation}
\langle\Psi_z|T_{zz}|\Psi_z\rangle=-\tfrac45N .
\label{eq:tzz}
\end{equation}

In the same state $L_z^2=0$, so $Q_{zz}(\mathbf L)=-\tfrac23$. By proportionality, $T_{ab}=\tfrac65N\,Q_{ab}(\mathbf L)$ within the term. For the spins, expand $\mathbf S=\mathbf s_1+\mathbf s_2$ in Eq.~\eqref{eq:q}. The one-electron products are multiples of $\delta_{ab}$, and the cross products give $Q_{ab}(\mathbf S)=2\Lambda^{(12)}_{ab}$. Equation~\eqref{eq:hss} becomes
\begin{equation}
H_{ss}=-\alpha^2\cdot\tfrac12\cdot\tfrac65N\sum_{ab}Q_{ab}(\mathbf S)Q_{ab}(\mathbf L),
\qquad C=-\tfrac35\alpha^2N .
\label{eq:c}
\end{equation}
For $J=0,1,2$ the product $\mathbf L\cdot\mathbf S$ is $-2,-1,1$, and the bracket in Eq.~\eqref{eq:heff} is $\tfrac53,-\tfrac56,\tfrac16$. Therefore
\begin{equation}
E_0=-\alpha^2N,\qquad E_1=\tfrac12\alpha^2N,\qquad E_2=-\tfrac1{10}\alpha^2N .
\label{eq:levels}
\end{equation}
The weighted sum $-1+\tfrac32-\tfrac12$ is zero, as required.

\section{Phosphorus: each condition failing in turn}

The open shell of phosphorus is $3p^3$, whose terms are $^4S$, $^2D$ and $^2P$. The quartet has enough spin but $L=0$. The doublets have $L=2$ and $L=1$ but $S=\tfrac12$. All three have zero first-order spin-spin splitting. For $^4S$ there is one level, $J=\tfrac32$, and nothing to separate. Each doublet has two $J$ levels, and there the rule has content: $H_{ss}$ leaves them together at first order.

Removing one $3p$ electron leaves $3p^2$ of P$^+$, whose $^3P$ term meets both conditions. To estimate its splitting, the $3p$ orbital was taken from a nonrelativistic restricted open-shell Hartree-Fock calculation of the neutral $^4S$ state in the cc-pVTZ basis and kept fixed on ionization. Numerical quadrature of Eq.~\eqref{eq:n} gives $N=0.05022$ bohr$^{-3}$. In the larger cc-pV5Z basis $N$ is $0.05013$, about $0.2\%$ lower, so the last digit of the energies below depends on the basis. With $\alpha^2=5.325\times10^{-5}$,
\begin{equation}
\alpha^2N=5.325\times10^{-5}\times0.05022=2.674\times10^{-6}\ \text{hartree}.
\end{equation}
Equation~\eqref{eq:levels} then gives $-2.67$, $+1.34$ and $-0.27$ microhartree for $J=0,1,2$, or $-0.587$, $+0.293$ and $-0.059$ cm$^{-1}$. These are spin-spin contributions in a frozen-orbital model, not predicted fine-structure intervals. The model omits orbital relaxation, correlation, spin-orbit coupling and other relativistic effects. Relaxation alone is not small: a $3p$ orbital optimized for the $^3P$ term of P$^+$ gives $N\approx0.064$ bohr$^{-3}$, about $27\%$ larger. Spin-orbit coupling is of rank one in each space, so its triangle rules already allow $S=\tfrac12$ when $L\ge1$. Being allowed is not enough, however: in the half-filled $3p^3$ shell the one-electron spin-orbit operator has no first-order matrix elements within either doublet.

\section{Where the conditions cease to apply}

The orbital rule rests on rotational symmetry. Suppose a surrounding field isolates the orbital state $\Psi_z$ of Eq.~\eqref{eq:psiz}, while its spin triplet remains degenerate. The expectation value of $\mathbf L$ is zero, yet the state has an axis. This particular state still has $L=1$; the example shows that an axis is needed, not orbital degeneracy. By Eq.~\eqref{eq:tzz}, the tensor is $-\tfrac45N\,\mathrm{diag}(-\tfrac12,-\tfrac12,1)$. Since $Q_{xx}+Q_{yy}=-Q_{zz}$, its contraction with $Q(\mathbf S)$ is $-\tfrac65N\,Q_{zz}(\mathbf S)$, and
\begin{equation}
H_{ss}=-\frac{\alpha^2}{2}\left(-\tfrac65N\right)Q_{zz}(\mathbf S)=D\left(S_z^2-\tfrac23\right),
\qquad D=\tfrac35\alpha^2N .
\label{eq:d}
\end{equation}
With the same orbital, $D=1.60$ microhartree, or $0.352$ cm$^{-1}$. This is a zero-field splitting of a triplet with quenched orbital motion. In molecules and crystals $L$ is generally not a good quantum number, so the condition $L\ge1$ gives way to one of point-group symmetry: the orbital state must allow a nonzero traceless tensor $\langle T_{ab}\rangle$, which a nondegenerate orbital state at a cubic site does not. The spin condition survives as long as the unperturbed Hamiltonian is independent of spin.

The restriction to first order can be seen in $3p^3$. The triangle rules between different terms allow $^4S$ to couple to $^2D$, since $\tfrac32+\tfrac12=2$ and $0+2=2$. They forbid $^4S$--$^2P$ in orbital space and $^2D$--$^2P$ in spin space. Because $H_{ss}$ conserves $J$, the quartet reaches $^2D_{3/2}$ but not $^2D_{5/2}$.

Constructing the matrices of $H_{ss}$ and of the electron repulsion in the $3p^3$ space, with the same orbital, gives a coupling $v=1.794$ microhartree and a $^4S$--$^2D$ gap $\Delta=0.07094$ hartree. The gap is $0.07084$ hartree in cc-pV5Z, and it is an uncorrelated value: valence correlation in the cc-pVDZ basis lowers it by about $9\%$. Second-order perturbation theory raises $^2D_{3/2}$ above $^2D_{5/2}$ by
\begin{equation}
\frac{v^2}{\Delta}=\frac{(1.794\times10^{-6})^2}{0.07094}
=4.54\times10^{-11}\ \text{hartree}.
\end{equation}
This is the contribution of $H_{ss}$ within the $3p$ shell alone; couplings to other configurations are not included. It does not set the order of the levels in the real atom. Within the same shell, spin-orbit coupling mixes $^2D_{3/2}$ with the higher $^2P_{3/2}$. With a central-field constant of about $250$ cm$^{-1}$ this lowers $^2D_{3/2}$ by about $7$ cm$^{-1}$, an effect opposite in sign and nearly $10^6$ times larger. The spin-spin shift itself is small on any scale here. It is about $1.7\times10^{-5}$ of $\alpha^2N$, the scale of the first-order effect in $^3P$. The vanishing of the doublet splitting is thus a first-order result, and it does not make the two $J$ levels degenerate at second order.
